# Finite-Size Correction for Charging an Ion in a Periodic Solvent: test program

```python
# Result under test: charging free energy of an ion in a periodic dielectric,
#   G_L = -(1-1/eps) q^2/(2R) + xi q^2/(2 eps L)
#         - (1-1/eps) q^2 [2 pi R^2/(3 L^3) - 8 pi^2 R^5/(45 L^6)] + remainder
# q: ion charge, R: cavity radius (permittivity 1 inside), eps: solvent
# permittivity, L: side of the cubic cell, xi: cubic lattice constant of a
# point charge in a uniform neutralizing background (Gaussian form).
# The mean potential is zero and the isolated vacuum self-energy is removed.
import numpy as np
from scipy import constants as const
from scipy.fft import rfftn, irfftn
from scipy.special import erf, erfc

PI = np.pi


def integer_vectors(limit):
    """All nonzero integer vectors with components up to limit."""
    axis = np.arange(-limit, limit + 1)
    grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
    vectors = grid.reshape(3, -1).T
    return vectors[np.any(vectors != 0, axis=1)].astype(float)


def lattice_constant(eta):
    """Potential at a unit charge from its images and background, L = 1."""
    distance = np.linalg.norm(integer_vectors(4), axis=1)
    k2 = (2 * PI) ** 2 * np.sum(integer_vectors(7) ** 2, axis=1)
    return (np.sum(erfc(eta * distance) / distance)
            + 4 * PI * np.sum(np.exp(-k2 / (4 * eta**2)) / k2)
            - 2 * eta / np.sqrt(PI) - PI / eta**2)


def regular_gradient(points, eta=2.5):
    """Gradient of (periodic potential - 1/r), from Ewald sums, L = 1."""
    r = np.linalg.norm(points, axis=1)
    slope = (erf(eta * r) / r**2
             - 2 * eta / np.sqrt(PI) * np.exp(-(eta * r) ** 2) / r)
    gradient = (slope / r)[:, None] * points
    shift = points[:, None, :] - integer_vectors(2)[None, :, :]
    s = np.linalg.norm(shift, axis=2)
    slope = -(erfc(eta * s) / s**2
              + 2 * eta / np.sqrt(PI) * np.exp(-(eta * s) ** 2) / s)
    gradient += np.sum((slope / s)[:, :, None] * shift, axis=1)
    k = 2 * PI * integer_vectors(5)
    k2 = np.sum(k**2, axis=1)
    weight = 4 * PI * np.exp(-k2 / (4 * eta**2)) / k2
    gradient -= np.sin(points @ k.T) @ (weight[:, None] * k)
    return gradient


def cavity_excess_energy(radius):
    """(1/8 pi) integral inside the cavity of |grad psi|^2 - 1/r^4, L = 1."""
    nodes, weights = np.polynomial.legendre.leggauss(12)
    azimuth = 2 * PI * np.arange(24) / 24
    cosine, angle = np.meshgrid(nodes, azimuth, indexing="ij")
    sine = np.sqrt(1 - cosine**2)
    directions = np.stack([sine * np.cos(angle), sine * np.sin(angle),
                           cosine], axis=-1).reshape(-1, 3)
    solid_angle = np.repeat(weights * 2 * PI / 24, 24)
    total = 0.0
    for node, weight in zip(nodes, weights):
        r = 0.5 * radius * (node + 1)
        gradient = regular_gradient(r * directions)
        radial = np.sum(gradient * directions, axis=1)
        density = -2 * radial / r**2 + np.sum(gradient**2, axis=1)
        total += 0.5 * radius * weight * r**2 * np.sum(solid_angle * density)
    return total / (8 * PI)


def grid_energy(n, radius, eps):
    """Half the potential at a unit charge; periodic grid of spacing 1."""
    axis = np.fft.fftfreq(n, 1.0 / n)
    coordinates = np.meshgrid(axis, axis, axis, indexing="ij")
    distance2 = sum(c**2 for c in coordinates)
    link_eps = []
    for x in coordinates:
        half_chord = np.sqrt(np.maximum(radius**2 - (distance2 - x**2), 0))
        inside = np.clip(np.minimum(x + 1, half_chord)
                         - np.maximum(x, -half_chord), 0, 1)
        link_eps.append(1 / (inside + (1 - inside) / eps))

    def operator(potential):
        result = np.zeros_like(potential)
        for direction in range(3):
            flux = link_eps[direction] * (
                potential - np.roll(potential, -1, axis=direction))
            result += flux - np.roll(flux, 1, axis=direction)
        return result

    full = 2 - 2 * np.cos(2 * PI * np.arange(n) / n)
    half = full[:n // 2 + 1]
    laplace = full[:, None, None] + full[None, :, None] + half[None, None, :]
    laplace[0, 0, 0] = 1.0

    def precondition(residual):
        transformed = rfftn(residual) / laplace
        transformed[0, 0, 0] = 0.0
        return irfftn(transformed, s=residual.shape)

    source = np.full((n, n, n), -4 * PI / n**3)
    source[0, 0, 0] += 4 * PI
    potential = np.zeros_like(source)
    residual = source.copy()
    z = precondition(residual)
    direction = z.copy()
    rz = np.vdot(residual, z)
    start = rz
    for _ in range(250):
        applied = operator(direction)
        step = rz / np.vdot(direction, applied)
        potential += step * direction
        residual -= step * applied
        z = precondition(residual)
        new_rz = np.vdot(residual, z)
        if new_rz < 1e-15 * start:
            break
        direction = z + (new_rz / rz) * direction
        rz = new_rz
    else:
        raise AssertionError("conjugate gradients did not converge")
    return 0.5 * (potential[0, 0, 0] - potential.mean())


def size_terms(radius, length, eps, xi):
    """Madelung, R^2 and R^5 parts of G_L - G_infinity for unit charge."""
    solvent = 1 - 1 / eps
    return np.array([xi / (2 * eps * length),
                     -solvent * 2 * PI * radius**2 / (3 * length**3),
                     solvent * 8 * PI**2 * radius**5 / (45 * length**6)])


# Lattice constant must not depend on the Ewald splitting parameter.
xi = lattice_constant(2.5)
xi_other = lattice_constant(1.8)
assert abs(xi - xi_other) < 1e-9
print(f"lattice constant xi = {xi:.6f} (dimensionless)")
print(f"change of xi with splitting parameter = {abs(xi-xi_other):.1e}")

# Full periodic field inside the cavity against its spherical part.
print("Cavity field energy minus isolated-ion part, unit q^2/L:")
leftovers = []
for ratio in (0.15, 0.30):
    numerical = cavity_excess_energy(ratio)
    spherical = -2 * PI * ratio**2 / 3 + 8 * PI**2 * ratio**5 / 45
    leftovers.append(numerical - spherical)
    assert abs(numerical - spherical) < 1e-3 * abs(spherical)
    print(f" R/L={ratio:.2f}: quadrature {numerical:.8f}, "
          f"formula {spherical:.8f}, W {leftovers[-1]:.3e}")
power = np.log2(leftovers[1] / leftovers[0])
assert leftovers[0] > 0 and abs(power - 9) < 0.05
w_coefficient = leftovers[0] / 0.15**9
print(f"power of R in W = {power:.4f}")
print(f"W / (R^9/L^10) = {w_coefficient:.3f} (dimensionless)")

# Periodic Poisson equation on a grid: equal spacing and cavity, two boxes,
# so that the grid self-energy and the Born energy cancel in the difference.
# The 1 percent tolerance covers errors of order (spacing/radius)^2.
small, large, grid_radius = 32, 64, 12.3
print(f"Grid test: boxes {small} and {large} spacings, "
      f"R = {grid_radius} spacings")
print("G(small box)-G(large box), unit q^2/L_small:")
for eps in (1.0, 3.0, 80.0):
    numerical = small * (grid_energy(small, grid_radius, eps)
                         - grid_energy(large, grid_radius, eps))
    parts = small * (size_terms(grid_radius, small, eps, xi)
                     - size_terms(grid_radius, large, eps, xi))
    predicted = parts.sum()
    error = abs(numerical / predicted - 1)
    print(f" eps={eps:4.0f}: grid {numerical:.5f}, formula {predicted:.5f}, "
          f"deviation {100*error:.2f} %")
    assert error < 0.01
    if eps == 80.0:
        without_r5 = abs(numerical / parts[:2].sum() - 1)
        without_r2 = abs(numerical / parts[0] - 1)
        assert without_r5 > 0.03 and without_r2 > 1
        print(f" eps=80 without R^5 term: deviation {100*without_r5:.2f} %")
        print(f" eps=80, Madelung term only: {parts[0]:.5f} q^2/L_small")

# Worked example with round model parameters.
coulomb = (const.e**2 / (4 * PI * const.epsilon_0) * const.N_A
           / const.angstrom / 1000)
kj_per_ev = const.e * const.N_A / 1000
radius = 2.0
print(f"Example: q = 1 e, R = {radius:.1f} angstrom")
print(f"Coulomb constant = {coulomb:.3f} kJ/mol angstrom/e^2")
for eps, length in ((80.0, 12.0), (80.0, 20.0), (80.0, 40.0), (4.0, 20.0)):
    born = -coulomb * (1 - 1 / eps) / (2 * radius)
    terms = coulomb * size_terms(radius, length, eps, xi)
    periodic = born + terms.sum()
    correction = -terms.sum()
    self_lattice = coulomb * xi / (2 * length)
    bound = (coulomb * (1 - 1 / eps) * w_coefficient
             * radius**9 / length**10)
    print(f"eps = {eps:.0f}, L = {length:.0f} angstrom, energies in kJ/mol:")
    print(f"  Madelung {terms[0]:.4f}, R^2 {terms[1]:.4f}, "
          f"R^5 {terms[2]:.5f}")
    print(f"  G_L {periodic:.3f}, correction {correction:.4f}, "
          f"G_infinity {born:.3f}")
    print(f"  ion self-lattice term {self_lattice:.3f}, "
          f"solvent part only {periodic-self_lattice:.3f}")
    print(f"  upper bound on remainder {bound:.1e}")
    if eps == 80.0 and length == 20.0:
        print(f"  correction converted = {correction/kj_per_ev:.5f} eV")
for eps in (80.0, 4.0):
    crossover = radius * np.sqrt(4 * PI * (eps - 1) / (3 * abs(xi)))
    print(f"L with equal Madelung and R^2 terms, eps={eps:.0f}: "
          f"{crossover:.2f} angstrom")
print("finished without a failed check")
```

It prints:

```
lattice constant xi = -2.837297 (dimensionless)
change of xi with splitting parameter = 8.9e-16
Cavity field energy minus isolated-ion part, unit q^2/L:
 R/L=0.15: quadrature -0.04699051, formula -0.04699065, W 1.415e-07
 R/L=0.30: quadrature -0.18415935, formula -0.18423189, W 7.254e-05
power of R in W = 9.0019
W / (R^9/L^10) = 3.681 (dimensionless)
Grid test: boxes 32 and 64 spacings, R = 12.3 spacings
G(small box)-G(large box), unit q^2/L_small:
 eps=   1: grid -0.70909, formula -0.70932, deviation 0.03 %
 eps=   3: grid -0.40708, formula -0.40728, deviation 0.05 %
 eps=  80: grid -0.26215, formula -0.26193, deviation 0.08 %
 eps=80 without R^5 term: deviation 5.10 %
 eps=80, Madelung term only: -0.00887 q^2/L_small
Example: q = 1 e, R = 2.0 angstrom
Coulomb constant = 1389.355 kJ/mol angstrom/e^2
eps = 80, L = 12 angstrom, energies in kJ/mol:
  Madelung -2.0531, R^2 -6.6516, R^5 0.02580
  G_L -351.676, correction 8.6789, G_infinity -342.997
  ion self-lattice term -164.251, solvent part only -187.425
  upper bound on remainder 4.2e-05
eps = 80, L = 20 angstrom, energies in kJ/mol:
  Madelung -1.2319, R^2 -1.4367, R^5 0.00120
  G_L -345.664, correction 2.6674, G_infinity -342.997
  ion self-lattice term -98.550, solvent part only -247.114
  upper bound on remainder 2.5e-07
  correction converted = 0.02765 eV
eps = 80, L = 40 angstrom, energies in kJ/mol:
  Madelung -0.6159, R^2 -0.1796, R^5 0.00002
  G_L -343.792, correction 0.7955, G_infinity -342.997
  ion self-lattice term -49.275, solvent part only -294.517
  upper bound on remainder 2.5e-10
eps = 4, L = 20 angstrom, energies in kJ/mol:
  Madelung -24.6376, R^2 -1.0912, R^5 0.00091
  G_L -286.232, correction 25.7279, G_infinity -260.504
  ion self-lattice term -98.550, solvent part only -187.682
  upper bound on remainder 1.9e-07
L with equal Madelung and R^2 terms, eps=80: 21.60 angstrom
L with equal Madelung and R^2 terms, eps=4: 4.21 angstrom
finished without a failed check
```
